# Does time-dependent Kohn-Sham propagation heat the electronic occupations?

**The argument under comment.** A finite electron system starts in thermal equilibrium, with Kohn-Sham occupations given by a Fermi function at temperature $T_0$. A laser pulse deposits an energy $W$, and the electrons are followed by time-dependent Kohn-Sham (TDKS) propagation. The argument then runs: "The electrons interact through the self-consistent potential. Some time after the pulse they have therefore shared the energy, and their occupations form a Fermi function at a higher temperature, which follows from $W$."

The energy balance is sound. The question is whether the propagation can carry the occupations to that hotter function.

## What the propagation does to the occupations

I use a fixed orthonormal basis and equal spin populations. The density matrix per spin is

$$\gamma(t)=\sum_i f_i\,|\psi_i(t)\rangle\langle\psi_i(t)|,\qquad i\hbar\,\partial_t|\psi_i\rangle=h(t)|\psi_i\rangle .$$

The sum runs over a complete set of orbitals, including nearly empty ones. The numbers $f_i$ are set at the start and are not propagated. The matrix $h(t)$ is Hermitian and may depend on the density, on the laser field and, in Ehrenfest dynamics, on classical nuclear positions.

Since the bra obeys $-i\hbar\,\partial_t\langle\psi_i|=\langle\psi_i|h$,

$$\frac{d}{dt}\langle\psi_i|\psi_j\rangle=\frac{i}{\hbar}\langle\psi_i|h|\psi_j\rangle-\frac{i}{\hbar}\langle\psi_i|h|\psi_j\rangle=0 .$$

The orbitals stay orthonormal, so $\gamma(t)|\psi_i(t)\rangle=f_i|\psi_i(t)\rangle$ at every time. The eigenvalues of $\gamma$ are the initial $f_i$. The dependence of $h$ on the density makes the equation nonlinear but does not spoil this: all orbitals see the same Hermitian matrix at each instant.

With $s(x)=-x\ln x-(1-x)\ln(1-x)$, the single-particle entropy for both spins,

$$S[\gamma]=2k_B\sum_i s(f_i),$$

is therefore constant. If the initial state is a determinant, each $f_i$ is 0 or 1, so $\gamma^2=\gamma$ and $S=0$ persist however much energy is absorbed.

## Why projected occupations can still look heated

One may instead project on the eigenstates $\varphi_k$ of the current $h$, with levels $\varepsilon_k$:

$$p_k=\langle\varphi_k|\gamma|\varphi_k\rangle=\sum_i B_{ki}f_i,\qquad B_{ki}=|\langle\varphi_k|\psi_i\rangle|^2 .$$

These numbers do change. Both orbital sets are complete and orthonormal, so $\sum_iB_{ki}=\sum_kB_{ki}=1$. Because $s''(x)=-1/[x(1-x)]<0$, $s$ is concave, and

$$\sum_k s(p_k)\ \ge\ \sum_k\sum_iB_{ki}\,s(f_i)=\sum_i s(f_i). \tag{1}$$

The entropy computed from the $p_k$ can thus rise while $S[\gamma]$ stays fixed. The difference comes from discarding the off-diagonal elements $\langle\varphi_k|\gamma|\varphi_l\rangle$. If $h$ is constant, each of these merely acquires a phase $e^{-i(\varepsilon_k-\varepsilon_l)t/\hbar}$; its magnitude does not decay.

There is also an upper limit. Let $F_k=1/[1+e^{\beta(\varepsilon_k-\mu)}]$ have the same $\sum_kF_k$ and $\sum_k\varepsilon_kF_k$ as the $p_k$. A concave function lies below its tangent, and $s'(F_k)=\ln[(1-F_k)/F_k]=\beta(\varepsilon_k-\mu)$, so

$$\sum_k s(p_k)\le\sum_k s(F_k)+\beta\sum_k(\varepsilon_k-\mu)(p_k-F_k)=\sum_k s(F_k). \tag{2}$$

The last sum vanishes by the two matching conditions. Projected occupations may move towards the Fermi function, but nothing here makes them arrive.

## A driven chain

Take an open chain of 12 sites with 8 electrons, hopping $-1$ eV and Hartree interaction $U=1$ eV. With $n_j=2\gamma_{jj}$ and $h_0$ the hopping matrix,

$$E[\gamma]=2\,\mathrm{Tr}(h_0\gamma)+\frac U4\sum_jn_j^2,\qquad h=h_0+\mathrm{diag}\!\left(\frac{Un_j}{2}\right).$$

This is the mean-field functional of the Hubbard interaction, $U\sum_j\langle n_{j\uparrow}\rangle\langle n_{j\downarrow}\rangle$ with $\langle n_{j\uparrow}\rangle=\langle n_{j\downarrow}\rangle=n_j/2$. Electrons of the same spin do not interact, and there is no correlation term. The initial state is the self-consistent Fermi state at $k_BT_0=0.2$ eV. For 20 fs the sites feel the potential $A x_j\sin^2(\pi t/t_p)\sin\omega t$, where $x_j$ is the site number counted from the centre, $A=0.1$ eV, $t_p=20$ fs and $\hbar\omega=0.5$ eV. Another 20 fs without field follow. The equation $i\hbar\dot\gamma=[h,\gamma]$ was integrated with an adaptive Runge-Kutta method, which does not impose unitarity.

The energy rises from $-10.952$ eV by $W=2.720$ eV to $-8.232$ eV. The largest change of any eigenvalue of $\gamma$ is $7\times10^{-11}$, at the level of integration error. The table lists the final levels, the sorted eigenvalues of $\gamma$ (initial and final agree), the final $p_k$, and the $F_k$ of equation (2).

| $\varepsilon_k$ (eV) | eigenvalue | $p_k$ | $F_k$ |
|---:|---:|---:|---:|
| −1.618 | 0.994 | 0.979 | 0.814 |
| −1.401 | 0.986 | 0.916 | 0.764 |
| −1.157 | 0.947 | 0.798 | 0.697 |
| −0.823 | 0.753 | 0.346 | 0.591 |
| −0.391 | 0.279 | 0.115 | 0.441 |
| 0.082 | 0.037 | 0.207 | 0.290 |
| 0.561 | 0.003 | 0.192 | 0.173 |
| 1.028 | 0.000 | 0.189 | 0.098 |
| 1.454 | 0.000 | 0.197 | 0.057 |
| 1.838 | 0.000 | 0.044 | 0.034 |
| 2.110 | 0.000 | 0.009 | 0.023 |
| 2.317 | 0.000 | 0.007 | 0.018 |

The entropy is $3.31\,k_B$ before and after. Most of it comes from the two levels nearest the chemical potential: $2[s(0.753)+s(0.279)]\approx2(0.559+0.592)=2.30$. The projected occupations give $8.31\,k_B$ and the Fermi column $9.90\,k_B$, in the order required by (1) and (2).

The projected occupations are not a Fermi function at any positive temperature, because they do not fall steadily with energy. The fifth level holds 0.115, while the next four hold about 0.2 each. A temperature fitted to this column would summarize a distribution of another shape.

## When a hotter Fermi function is reachable

Constant eigenvalues do not by themselves forbid a higher temperature. Suppose the final $\gamma$ is a Fermi function of the final $h$, with levels $\varepsilon_i'$, at temperature $T'$. The Fermi function is strictly monotonic in its argument, so equal sorted eigenvalues require

$$\frac{\varepsilon_i'-\mu'}{T'}=\frac{\varepsilon_i-\mu}{T_0}\quad\text{for every }i. \tag{3}$$

All levels, measured from the chemical potential, must stretch by the one factor $T'/T_0$. This condition is necessary for any functional. It becomes sufficient if the evolution also carries each initial eigenstate into the corresponding final one.

A slowly tightened harmonic trap meets both requirements. Its levels $\hbar\omega(n+\tfrac12)$ scale with $\omega$, and slow driving keeps each particle in its level. For four non-interacting fermions per spin, let the frequency grow from $\omega_0$ to $1.5\,\omega_0$ as $\omega_0[1+0.5\sin^2(\pi t/2t_r)]$ during a time $t_r=60/\omega_0$, starting at $k_BT_0=0.5\,\hbar\omega_0$. Propagation in 40 oscillator functions gives a final $\gamma$ whose matrix elements differ from those of the Fermi state at $0.75\,\hbar\omega_0$ by at most $1.0\times10^{-4}$. A linear ramp of the same length leaves $1.5\times10^{-3}$. If the frequency jumps instead, $\gamma$ has no time to change, and the largest difference is 0.256. The slow ramp raises the temperature by work at constant entropy.

The chain fails condition (3). Inverting the Fermi function gives $(\varepsilon_i-\mu)/k_BT_0=\ln[(1-f_i)/f_i]$. For the fourth and fifth eigenvalues, 0.7529 and 0.2791, this is $-1.114$ and $0.949$, a difference of 2.063. The corresponding final levels are 0.432 eV apart, which would require $k_BT'=0.432/2.063=0.209$ eV. The first two eigenvalues, 0.99395 and 0.98592, give $-5.102$ and $-4.249$; with a spacing of 0.2165 eV they would require $0.2165/0.853=0.254$ eV. No single temperature serves, and neither value is near the 0.715 eV of the Fermi column.

## Excluding the hotter equilibrium of the same system

For this chain a stronger statement holds once the field is off. Let $\gamma_0$ be the equilibrium state at $T_0$, with density $n^0_j$, and let $\gamma$ be any state with the same particle number. Writing $n_j=n_j^0+\delta n_j$ in the Hartree term gives

$$n_j^2=(n_j^0)^2+2n_j^0\,\delta n_j+\delta n_j^2 .$$

The linear part contributes $\frac U2n_j^0\,\delta n_j=2\left(\frac{Un_j^0}{2}\right)(\gamma-\gamma_0)_{jj}$, which joins the hopping term to form $h[\gamma_0]$:

$$E[\gamma]-E[\gamma_0]=2\,\mathrm{Tr}\{h[\gamma_0](\gamma-\gamma_0)\}+\frac U4\sum_j\delta n_j^2. \tag{4}$$

Now let $\tilde p_k$ be the occupations of $\gamma$ projected on the eigenstates of $h[\gamma_0]$, with levels $\varepsilon_k^0$. The tangent inequality used for (2), now without matched energies, reads

$$\sum_k[s(\tilde p_k)-s(f_k)]\le\frac{1}{k_BT_0}\sum_k\varepsilon^0_k(\tilde p_k-f_k);$$

the term in $\mu$ drops out because the particle numbers agree. Multiply by $2k_BT_0$. The right side becomes the trace in (4). By (1), the left side is at least $T_0(S[\gamma]-S[\gamma_0])$. For $U\ge0$ the last term of (4) is not negative, so

$$E[\gamma]-E[\gamma_0]\ \ge\ T_0\,(S[\gamma]-S[\gamma_0]). \tag{5}$$

TDKS evolution keeps $S$ fixed, hence $W\ge0$: a pulse cannot cool this chain. Photon energies of 0.3, 0.5 and 0.8 eV give $W=1.350$, 2.720 and 0.068 eV.

Next compare equilibrium states at $T_0$ and $T_1>T_0$. Inequality (5), applied from each side, gives

$$E_1-E_0\ge T_0(S_1-S_0),\qquad E_0-E_1\ge T_1(S_0-S_1).$$

Adding them yields $(T_1-T_0)(S_1-S_0)\ge0$, so $S_1\ge S_0$. If $S_1=S_0$, the two inequalities force $E_1=E_0$ and equality in (5). Strict concavity then requires $\tilde p_k=f_k$ and a $\gamma$ diagonal in the eigenstates of $h[\gamma_0]$, so the two states coincide. They would share one $h$, and one set of occupations on unequal levels fixes one temperature, a contradiction. Therefore $S_1>S_0$, and no pulse followed by TDKS evolution reaches a hotter equilibrium of this chain. The proof uses the convex Hartree energy and the restored external potential; a non-convex exchange-correlation functional would need its own argument, while (3) still applies.

Solving self-consistently for the equilibrium with the final energy gives $k_BT_{\rm hot}=0.700$ eV, or about 8100 K, and $S_{\rm hot}=9.75\,k_B$. The propagated state lacks $9.75-3.31=6.44\,k_B$. The Fermi column had 0.715 eV because it uses the levels of the momentary density and matches $\mathrm{Tr}(h\gamma)$, not the total energy: by the algebra of (4) its total energy lies above that of the trajectory, here by 0.127 eV, and matching the total energy on the same levels gives 0.695 eV.

The miss can also be stated as a distance. Let $\gamma_{\rm hot}$ have eigenvalues $F_k^{\rm hot}$, and let $B_{ki}$ now be the squared overlaps between its eigenvectors and those of $\gamma$. Then

$$\|\gamma-\gamma_{\rm hot}\|^2=\sum_if_i^2+\sum_k(F_k^{\rm hot})^2-2\sum_{ki}B_{ki}f_iF_k^{\rm hot},$$

where the norm is the root of the summed squared matrix elements. By Birkhoff's theorem $B$ is a weighted average of permutations, and the permutation pairing the largest with the largest maximizes the last sum. Thus

$$\|\gamma(t)-\gamma_{\rm hot}\|^2\ge\sum_i(f_i-F_i^{\rm hot})^2\qquad\text{(both sorted)}.$$

The right side does not depend on time, so waiting longer cannot remove it. Here the lower bound on the distance is 0.536, and the distance at 40 fs is 0.996. The bound holds for $\gamma$ at each instant, not for its time average, whose eigenvalues differ from the $f_i$. Averaged from 1000 to 2000 fs, $\gamma$ lies about 0.47 from $\gamma_{\rm hot}$ and has an entropy of about $8.3\,k_B$, still short of $9.75\,k_B$.

## A classical Ehrenfest trajectory does not supply the missing entropy

One might hope that Ehrenfest forces do better. Let a classical coordinate $q$, with energy $\hbar\Omega(q^2+p^2)/2$ and $\hbar\Omega=0.1$ eV, add $\pm gq$ alternately to the hopping elements, $+gq$ on the first bond, with $g=0.1$ eV. The electrons start in the same state as before, the equilibrium of the chain with $q=0$. Under the same pulse, $q$ goes from 1 to $-5.37$, so each hopping element ends up $0.54$ eV above or below $-1$ eV. Most of this motion comes from the force of the electrons on the bonds: without the pulse $q$ ends at $-5.13$. The eigenvalues of $\gamma$ again change by no more than $7\times10^{-11}$. The coordinate exchanges energy with the electrons, but at each instant it enters as a number in a Hermitian $h$.

## What would produce the hotter function

A term that is not a commutator is needed. A simple choice is

$$\dot\gamma=-\frac i\hbar[h,\gamma]-\frac{\gamma-\gamma_F}{\tau},$$

where $\gamma_F$ is the Fermi function of the current $h$ with the same particle number and the same $\mathrm{Tr}(h\gamma)$ as $\gamma$. The algebra behind (4) holds for any reference state, so to first order, without a field, $\dot E=2\,\mathrm{Tr}(h\dot\gamma)$. The commutator contributes nothing, since $\mathrm{Tr}(h[h,\gamma])=0$, and the second term vanishes by the choice of $\gamma_F$. Energy is conserved.

For the entropy, let $g_i$ be the eigenvalues of $\gamma$ and $r_i$ the diagonal elements of $\gamma_F$ in the eigenbasis of $\gamma$. The commutator again drops out, and the tangent inequality followed by (1) gives

$$\dot S=\frac{2k_B}{\tau}\sum_is'(g_i)(r_i-g_i)\ge\frac{2k_B}{\tau}\sum_i[s(r_i)-s(g_i)]\ge\frac{S[\gamma_F]-S[\gamma]}{\tau}\ge0 .$$

The last step is (1) combined with (2). Starting from the driven chain at 40 fs, with $\tau=5$ fs, a further 75 fs leads to $k_BT=0.700$ eV and $S=9.75\,k_B$, the equilibrium found from the energy alone. The time $\tau$ is an input; the mean-field calculation does not provide it.

## What the conserved entropy does not say

$S[\gamma]$ belongs to the Kohn-Sham one-body matrix. The exact one-body matrix behaves differently, as the Hubbard interaction $U\sum_ln_{l\uparrow}n_{l\downarrow}$ shows. Let $\rho_{ij}=\langle c^\dagger_{j\uparrow}c_{i\uparrow}\rangle$. From $[c_{i\uparrow},H_U]=Un_{i\downarrow}c_{i\uparrow}$ and its adjoint,

$$i\hbar\,\dot\rho_{ij}=[h_0,\rho]_{ij}+U\langle c^\dagger_{j\uparrow}c_{i\uparrow}(n_{i\downarrow}-n_{j\downarrow})\rangle .$$

Replacing the last average by a product of averages gives $U(\langle n_{i\downarrow}\rangle-\langle n_{j\downarrow}\rangle)\rho_{ij}$, which is $[V,\rho]_{ij}$ for the Hartree potential $V=\mathrm{diag}(U\langle n_{l\downarrow}\rangle)$. The correlated remainder need not be a commutator with $\rho$, and it can change the eigenvalues.

Consider an open chain of four sites with hopping $-1$ eV and two electrons of each spin, starting from the lowest determinant of a chain tilted by 0.5 eV per site. The tilt is removed and $U=2$ eV is switched on. Exact diagonalization gives, after 5 fs, one-body eigenvalues of 0.927, 0.663, 0.337 and 0.073 per spin, and a one-body entropy of $3.61\,k_B$. This entropy oscillates; sampled between 1 and 10 fs it ranges from about 1.4 to $3.6\,k_B$. With $U=0$ the entropy remains zero to rounding. The full many-electron state is pure in both cases. This shows that correlation can change the occupations; it does not show that so small a system reaches a Fermi function.

The argument under comment should therefore separate two statements. The absorbed energy defines the temperature the model would have after equilibration at that energy. The TDKS trajectory of the chain does not perform that equilibration, and its occupations should not be offered as evidence of it.
